# Nucleus density and initial radius from two random-island coverages

## Problem

A film grows by atomic layer deposition as separate islands. The covered fraction of the substrate is 30 percent after 20 cycles and 80 percent after 60 cycles. The radius of every island increases by 0.1 nm per cycle. Find the number of nuclei per unit area and the island radius at cycle zero.

As it stands, the question does not have a unique answer, because coverage also depends on where the nuclei lie and when they appear. The following assumptions complete it:

- All nuclei exist at cycle zero, and no more appear later.
- Their positions are independent and uniformly random, with mean number \(N\) per unit area.
- Each island has a circular footprint with the same initial radius \(r_0\).
- Every free island edge moves outward by \(g\) per cycle, so that
\[
r(n)=r_0+gn .
\]
- Footprints may overlap, and ground covered by several islands counts once.

The coverage \(\theta(n)\) is the fraction of substrate beneath at least one footprint. The data are \(\theta_1=0.30\) at \(n_1=20\), \(\theta_2=0.80\) at \(n_2=60\), and \(g=0.10\) nm per cycle. Lengths are in nanometres.

## Hints

**Hint 1.** Do not add the island areas. Choose a point on the substrate and ask for the probability that it is still bare. Where must the nuclei not be?

**Hint 2.** Many independent nuclei, each with a small chance of covering the point, give an exponential. Take its logarithm.

**Hint 3.** The logarithm is proportional to the square of the radius. What function of the coverage is therefore a straight line in the cycle number?

**Hint 4.** Two points fix a line. Its slope contains only one of the unknowns.

## Full solution

### Step 1: merged islands remain a union of discs

When two islands meet, their common boundary stops moving but their free edges continue. We need to know whether the covered region can still be described by complete, overlapping discs.

Let the free edges advance by a distance \(d\). The new covered region consists of all points within \(d\) of the old one. A point is within \(d\) of a union of discs if it is within \(d\) of at least one of them. It is within \(d\) of a disc of radius \(r\) if its distance from the centre is at most \(r+d\). The new region is therefore the union of the same discs with radii \(r+d\), and impingement needs no separate growth law.

This was tested on a pixel image 200 nm wide with 0.2 nm pixels. The merged region at 20 cycles was grown outward by 4 nm and compared with the union of enlarged discs at 60 cycles. The two differed in 0.29 percent of the pixels.

### Step 2: the probability of remaining bare

Consider a large substrate of area \(A\) holding \(M=NA\) nuclei, and a point far from its edges. One nucleus covers the point if it lies within a distance \(r\), that is, inside a circle of area \(\pi r^2\) centred on the point. Since its position is uniformly random, the probability that it does not cover the point is \(1-\pi r^2/A\).

The nuclei are independent, so the probabilities multiply:
\[
P_{\text{bare}}=\left(1-\frac{\pi r^2}{A}\right)^{NA}.
\]
To take the limit of large \(A\) at fixed \(N\), expand the logarithm:
\[
\ln P_{\text{bare}}
=NA\left[-\frac{\pi r^2}{A}-\frac{(\pi r^2)^2}{2A^2}-\cdots\right]
\longrightarrow -\pi N r^2 .
\]
The second term in the bracket contributes \(-N(\pi r^2)^2/(2A)\), which vanishes in the limit, as do the later ones. The bare fraction of a large surface equals this probability, so
\[
\theta(n)=1-\exp\!\left[-\pi N(r_0+gn)^2\right].
\]

At low coverage the exponential can be expanded, and \(\theta\approx\pi Nr^2\): the islands hardly overlap and their areas add. At high coverage much of the new island area falls on ground already covered, and \(\theta\) approaches one without exceeding it.

### Step 3: a straight line

Define
\[
a(n)=-\ln[1-\theta(n)]=\pi N(r_0+gn)^2 .
\]
This is the total footprint area per unit substrate area, with overlaps counted repeatedly. It can exceed one. Because the radius is positive at both observations, the positive square root applies:
\[
\sqrt{a(n)}=\sqrt{\pi N}\,(r_0+gn).
\]

Write \(a_1\) and \(a_2\) for the values at \(n_1\) and \(n_2\). Subtracting the first equation from the second removes \(r_0\):
\[
\sqrt{a_2}-\sqrt{a_1}=\sqrt{\pi N}\,g(n_2-n_1).
\]
Squaring and dividing by \(\pi g^2(n_2-n_1)^2\) gives
\[
N=\frac{(\sqrt{a_2}-\sqrt{a_1})^2}{\pi g^2(n_2-n_1)^2}.
\]
The equation at \(n_1\) gives \(r_0+gn_1=\sqrt{a_1}/\sqrt{\pi N}\). Inserting \(\sqrt{\pi N}\) from the difference,
\[
r_0=\frac{g(n_2-n_1)\sqrt{a_1}}{\sqrt{a_2}-\sqrt{a_1}}-gn_1 .
\]

### Step 4: numbers

The logarithms are
\[
a_1=-\ln 0.70=0.356675,\qquad a_2=-\ln 0.20=1.609438,
\]
with square roots 0.597223 and 1.268636. Their difference is 0.671413. Between the observations the radius grows by \(0.10\times40=4.0\) nm, so
\[
\sqrt{\pi N}=\frac{0.671413}{4.0\ \text{nm}}=0.16785\ \text{nm}^{-1}.
\]
Hence
\[
N=\frac{(0.16785\ \text{nm}^{-1})^2}{\pi}
=0.00897\ \text{nm}^{-2}=8.97\times10^{11}\ \text{cm}^{-2}.
\]
The radius at 20 cycles is
\[
r(20)=\frac{0.597223}{0.16785\ \text{nm}^{-1}}=3.558\ \text{nm},
\]
and therefore
\[
r_0=3.558-0.10\times20=1.558\ \text{nm}\approx1.56\ \text{nm}.
\]

Substitution checks both data. At 20 cycles, \(\pi Nr^2=(0.16785\times3.558)^2=0.357\), which gives \(\theta=0.30\). At 60 cycles the radius is 7.558 nm and \(\pi Nr^2=(0.16785\times7.558)^2=1.609\), which gives \(\theta=0.80\).

As a separate test, random nuclei with these values of \(N\) and \(r_0\) were placed on twelve simulated surfaces, each 1000 nm wide. Coverage was measured from the distance between sample points and their nearest nuclei. The averages were 0.3002 and 0.8005, with standard errors of 0.0010 and 0.0011. Putting these coverages into the formulas returned \(N=0.00899\) nm\(^{-2}\) and \(r_0=1.556\) nm. This supports the probability argument and the inversion. It cannot show that a real surface obeys the assumptions.

### Step 5: why overlap matters

Suppose overlap were ignored and \(\theta=\pi Nr^2\) used at both observations. The ratio of the radii would be
\[
q=\sqrt{\frac{0.80}{0.30}}=1.633 .
\]
From \(r_0+gn_2=q(r_0+gn_1)\) it follows that
\[
r_0=\frac{g(n_2-qn_1)}{q-1}=4.32\ \text{nm},
\]
and the density would be \(0.30/[\pi(6.32\ \text{nm})^2]=0.00239\) nm\(^{-2}\). This is about a quarter of the density found above. The approximation is already poor at the first observation, where \(a_1=0.357\) against a coverage of 0.30, and it fails badly at the second, where the summed footprint area is \(a_2=1.61\) times the substrate area although only 0.80 of the substrate is covered.

## What the result says about nucleation delay

Combining the terms in the formula for \(r_0\) over one denominator gives
\[
r_0=\frac{g\left(n_2\sqrt{a_1}-n_1\sqrt{a_2}\right)}{\sqrt{a_2}-\sqrt{a_1}} .
\]
The denominator is positive because coverage increases. Thus \(r_0\ge0\) requires
\[
\sqrt{\frac{a_2}{a_1}}\le\frac{n_2}{n_1}.
\]
Here the left side is 2.12 and the right side is 3, so the condition holds.

With the later coverage held at 0.80, the boundary case \(r_0=0\) has \(a_1=a_2(n_1/n_2)^2=a_2/9\), or a coverage of 0.164 at 20 cycles. A smaller value there would give a negative \(r_0\). That is not a radius. It could be read as an incubation period of \(-r_0/g\) cycles, after which all nuclei appear together with zero size.

The present data lie on the other side of the boundary. The line reaches zero radius at \(n=-r_0/g=-15.6\), so the islands have a head start equivalent to 15.6 cycles of growth. There is no incubation period in this model, yet the film still closes slowly. For 99 percent coverage, \(a=\ln100\), and
\[
n_{99}=\frac{1}{g}\left[\sqrt{\frac{\ln100}{\pi N}}-r_0\right]\approx112 .
\]
This is an extrapolation beyond the second observation. It shows that late closure does not by itself imply late nucleation: widely separated nuclei are enough.

Two data determine two unknowns, so the perfect fit does not test the model. Further images can do so. The model predicts coverages of 0.066 at cycle zero and 0.581 at 40 cycles. The first is particularly useful, because it asks whether islands of the inferred size were really present at the start.

## How firmly the data fix the answer

**Coverage errors.** Differentiating \(a=-\ln(1-\theta)\) gives
\[
\delta\sqrt a=\frac{\delta\theta}{2(1-\theta)\sqrt a}.
\]
The factor multiplying \(\delta\theta\) is 1.20 at the first observation and 1.97 at the second. Because little bare area remains at the later observation, a given coverage error shifts \(\sqrt a\) more there. If each coverage may be wrong by 0.02 in either direction, the four extreme combinations give

- \(N\) from 0.0074 to 0.0108 nm\(^{-2}\),
- \(r_0\) from 1.11 to 2.08 nm.

The errors are linked. Lowering \(\theta_1\) and raising \(\theta_2\) steepens the line, which increases \(N\) and decreases \(r_0\).

**Growth rate.** At fixed coverages and cycle numbers, the formulas show that \(N\propto g^{-2}\) and \(r_0\propto g\). If \(g\) were 0.11 instead of 0.10 nm per cycle, the results would be 0.00741 nm\(^{-2}\) and 1.71 nm. Coverage alone cannot reveal this error, since it depends on the ratio of island size to island spacing.

**Finite images.** A 200 nm square contains 359 nuclei on average. In 200 simulated images of this size, each surface being viewed at both cycle numbers, the inferred values had standard deviations of 0.0007 nm\(^{-2}\) and 0.11 nm. These are about 8 percent and 6 to 7 percent of the main results; with 200 images, each standard deviation is itself uncertain by about 5 percent.

**Nuclei that exclude one another.** Independent positions allow the initial discs to overlap. The mean number of other centres within \(2r_0\) of a given nucleus is \(N\pi(2r_0)^2\approx0.27\), which is not negligible. In a simulation with the same \(N\) and \(r_0\), but with initial overlaps forbidden, the coverages rose to 0.323 and 0.837. Less area was wasted on overlap. Applying the random-position formulas to those coverages gave 0.0104 nm\(^{-2}\) and 1.46 nm: the density was too high and the radius too low. These figures carry sampling noise; the bias is roughly 14 to 17 percent in the density and 4 to 7 percent in the radius. For a real surface of this kind, the density inferred above would thus be expected to be too high. The size of the error when the measured coverages are 0.30 and 0.80 has not been calculated here.

## Comparison with real deposition

A growth of 0.1 nm per cycle is roughly typical of thermal metal-oxide deposition. The inferred density corresponds to one nucleus per 112 nm\(^2\), whereas a well hydroxylated oxide offers, very roughly, a few reactive groups per nm\(^2\). Such sparse nuclei could mean a surface poor in reactive sites, or deposited material that migrates and gathers into islands; the density alone does not say which. The initial radius needs more caution. Growth at 0.1 nm per cycle cannot produce a 1.56 nm island in the first cycle, so a literal \(r_0\) requires seeds already present or an unusually fast start. Otherwise it is only the intercept of a line fitted to later growth. Real nuclei may also gather at steps and defects, appear over many cycles, or spread at a rate different from the thickness gained per cycle on a closed film. The 10 percent change in \(g\) considered above lowers \(N\) by 17 percent; the effect of clustering has not been calculated here.

## Variation 1: unequal initial radii

**Question.** The initial radii now have mean \(r_0\) and standard deviation \(s=0.5\) nm, independent of position. The data and \(g\) are unchanged. What are \(N\) and \(r_0\)?

**Solution.** The chance that one nucleus covers a given point is now its average footprint area divided by \(A\). Step 2 therefore holds with \(r^2\) replaced by its mean. Since the mean square is the squared mean plus the variance,
\[
a(n)=\pi N\left[(r_0+gn)^2+s^2\right].
\]
Let \(R=r_0+gn_1\), \(D=g(n_2-n_1)=4.0\) nm and \(\rho=a_2/a_1=4.512\). Dividing the two equations gives
\[
(R+D)^2+s^2=\rho(R^2+s^2).
\]
Collecting powers of \(R\),
\[
(\rho-1)R^2-2DR-D^2+(\rho-1)s^2=0 .
\]
The constant term is negative for these numbers, so the roots have opposite signs. The positive one is
\[
R=\frac{D+\sqrt{\rho D^2-(\rho-1)^2s^2}}{\rho-1}=3.506\ \text{nm}.
\]
Hence \(r_0=1.51\) nm, and
\[
N=\frac{a_1}{\pi(R^2+s^2)}=0.00905\ \text{nm}^{-2}.
\]
The spread changes the density by about 1 percent and the mean radius by about 3 percent. Its effect is small because \(s^2=0.25\) nm\(^2\) is added to a squared radius that is already near 12 nm\(^2\) at the first observation.

## Variation 2: some nuclei arrive late

**Question.** In addition to the initial nuclei, point nuclei appear at a constant rate. Over 60 cycles their number, including those that land on covered ground, is 10 percent of the initial number. All initial radii are again equal. What changes?

**Solution.** Let \(J=0.10N/60\) be the number of late nuclei per unit area and cycle, where \(N\) counts the initial ones. A nucleus born at the end of cycle \(k\) has radius \(g(n-k)\) at cycle \(n\). The groups born in different cycles are independent, so their probabilities of leaving a point bare multiply and their contributions to \(a\) add:
\[
a(n)=\pi N(r_0+gn)^2+\pi Jg^2\sum_{k=1}^{n}(n-k)^2 .
\]

Nuclei landing on covered ground may be included. Suppose one is born at a distance \(b\) from the centre of an island whose radius is then \(r_b>b\). After both edges advance by \(d\), any point of the late disc is at most \(b+d<r_b+d\) from that centre. The late disc remains hidden. This argument needs late nuclei of zero initial size; a nucleus born with a finite radius could protrude from the island.

With \(m=n-k\), the sum is
\[
\sum_{m=0}^{n-1}m^2=\frac{(n-1)n(2n-1)}{6},
\]
which equals 2470 for \(n=20\) and 70,210 for \(n=60\). Multiplication by \(g^2\) and by \(J/N=0.10/60\) gives the additions to the squared radius:
\[
c_1=0.0412\ \text{nm}^2,\qquad c_2=1.170\ \text{nm}^2 .
\]
With \(R\), \(D\) and \(\rho\) as before,
\[
(R+D)^2+c_2=\rho(R^2+c_1),
\]
or
\[
(\rho-1)R^2-2DR-(D^2+c_2-\rho c_1)=0 .
\]
The positive root is \(R=3.615\) nm. Thus \(r_0=1.62\) nm, and \(N=a_1/[\pi(R^2+c_1)]=0.00866\) nm\(^{-2}\). The late nuclei supply part of the later coverage, so fewer initial nuclei are needed. Their density falls by about 3 percent.

A third image at 40 cycles would hardly expose this change: the predicted coverage is 0.580 instead of 0.581. The opposite extreme is easier to exclude. If there were no initial nuclei and point nuclei appeared at a constant rate from the first cycle, \(a_2/a_1\) would be \(70{,}210/2470=28.4\), whatever the rate. The data give 4.51. Within this growth law, such purely late nucleation cannot explain the two coverages.

## Values computed for the example and the checks

```
Input coverages at 20 and 60 cycles: 0.30, 0.80
Input radial growth: 0.10 nm/cycle
a at the two cycles: 0.356675, 1.609438
sqrt(a) at the two cycles: 0.597223, 1.268636
Slope of sqrt(a): 0.016785 per cycle
Nucleus density: 0.008968 nm^-2 = 8.968e+11 cm^-2
Initial radius: 1.5580 nm
Radii at the two cycles: 3.5580, 7.5580 nm
Equivalent head start: 15.58 cycles
Mean nearest-nucleus spacing: 5.280 nm
Predicted coverage at 0, 40 cycles: 0.0661, 0.5812
Cycle of 99 percent coverage: 112.3
Coverage at 20 cycles for zero initial radius: 0.1637
Simulated coverages at 20, 60: 0.3002, 0.8005
Their standard errors: 0.0010, 0.0011
Recovered from simulation: N 0.008988 nm^-2, r0 1.556 nm
Edge-growth pixel mismatch: 0.29 percent
No-overlap estimate: N 0.002391 nm^-2, r0 4.319 nm
Coverage error assumed: +/-0.02
Resulting N range: 0.007390 to 0.010787 nm^-2
Resulting r0 range: 1.113 to 2.076 nm
Growth 0.11 nm/cycle: N 0.007412 nm^-2, r0 1.714 nm
Radius spread 0.5 nm: N 0.009053 nm^-2, mean r0 1.506 nm
Late/initial nuclei over 60 cycles: 0.10
With late nuclei: initial N 0.008659 nm^-2, r0 1.615 nm
With late nuclei: coverage at 40 cycles 0.5798
a ratio, data and purely late point nuclei: 4.512, 28.425
Non-overlapping starts, same N and r0: coverages 0.3230, 0.8369
Random formula then returns: N 0.010372 nm^-2, r0 1.460 nm
Image width: 200 nm; mean nuclei in image: 359
One-image standard deviations: N 0.000734 nm^-2, r0 0.108 nm
```
